Why the NV ground-state splitting is dipolar, not spin-orbit

Assign the 2.87 GHz ground-state splitting of the nitrogen-vacancy (NV) centre to spin-orbit coupling, and the expected response to the lattice can differ greatly from that of a dipolar splitting. If the coupling acted among the defect orbitals, one would expect the splitting to follow the square of a spin-orbit matrix element between them, divided by an optical gap. In the model used below, moving the three carbon atoms around the vacancy from 0.26 to 0.50 nm apart, with the gaps and orbital shapes held fixed, reduces that square by a factor of about 6 × 10⁵. The energy of two point dipoles falls over the same change by a factor of 7. The steep spin-orbit fall belongs to the model, which keeps a single real hybrid on each carbon; its limits are given below. For an implanted qubit, whose splitting is read as a measure of residual strain or temperature, the mechanism matters.

**The belief and its appeal**

The belief has a respectable basis. The ground state of the negatively charged centre is a spin triplet, and its zero-field Hamiltonian has the axial form

H = D(Sz² − 2/3),

with z along the nitrogen-vacancy axis. Here and below, H and all couplings are energies divided by Planck's constant h, so they are frequencies. Spin operators are dimensionless. Since Sz² is 0 for ms = 0 and 1 for ms = ±1, the levels lie at −2D/3 and +D/3, a distance D apart.

Second-order spin-orbit coupling produces this same form, and a quick estimate even gives the right size. The carbon 2p function used below, with the bare nuclear charge, has an atomic spin-orbit coupling of 1394 GHz in its five-Gaussian form (1435 GHz for the exact Slater function, which raises the estimate below to 5.7 GHz). A gap of 1.5 eV is 3.63 × 10⁵ GHz, so

(1394 GHz)²/(3.63 × 10⁵ GHz) = 5.4 GHz.

Neither the form of H nor the remark that spin-orbit coupling is "only second order" settles the question. Both interactions have to be evaluated in the orbitals of the defect.

**The two unpaired electrons**

Three carbon atoms and one nitrogen atom surround the vacancy. Their dangling orbitals combine into fully symmetric orbitals, called a1, and a degenerate pair e_x, e_y. In the ground state, ³A₂, the pair e_x, e_y holds two electrons with parallel spins. Their normalized spatial function is

Φ = [e_x(1)e_y(2) − e_y(1)e_x(2)]/√2.

All orbitals are taken real. The filled orbitals are treated as closed pairs. Such a pair has no spin, and one open electron beside it has total spin 1/2, which cannot carry the quadratic spin term sought here. To first order in the dipole interaction, within this one-configuration description, the two open electrons therefore suffice.

Each electron has the magnetic moment −gμB s. The two minus signs cancel in the product, and the classical energy of two dipoles separated by r gives

H_dip = C Σ_ab s1a T_ab s2b,

T_ab = (r²δ_ab − 3r_a r_b)/r⁵,

C = μ₀(gμB)²/(4πh) = 0.05204 GHz nm³.

The full magnetic interaction also has a contact term, proportional to δ(r). It vanishes here, because interchanging the electrons reverses the sign of Φ, so Φ = 0 when they coincide. For the same reason |Φ|² grows as r² at short distance, and the average of T converges.

**From two spins to one spin-1 operator**

Let S = s1 + s2. Multiplying out the components gives

S_aS_b + S_bS_a = (s1a s1b + s1b s1a) + (s2a s2b + s2b s2a) + 2(s1a s2b + s2a s1b).

For spin 1/2, each of the first two brackets equals δ_ab/2. Hence

s1a s2b + s2a s1b = ½(S_aS_b + S_bS_a) − ½δ_ab.

Multiply by T_ab and sum over a and b. Because T is symmetric, the left side becomes 2 s1·T·s2, and the right side becomes S·T·S − ½Tr T. The trace is (3r² − 3r²)/r⁵ = 0, so

s1·T·s2 = ½ S·T·S.

Now average T over |Φ|². A rotation by 120° about z leaves this density unchanged, so the averaged tensor must also be unchanged. Under the rotation, Txx − Tyy + 2iTxy acquires a phase of 240° in magnitude, and Txz + iTyz a phase of 120°. Neither phase factor is 1, so both combinations vanish. Since T is real, Txx = Tyy and all off-diagonal elements are zero. With zero trace, Txx = Tyy = −Tzz/2. Therefore

H_dip = (C/2)Tzz [Sz² − ½(Sx² + Sy²)].

For S = 1, Sx² + Sy² = 2 − Sz², and the bracket becomes (3/2)Sz² − 1. The result is

H_dip = D(Sz² − 2/3),

D = (3/4)C⟨(r² − 3z²)/r⁵⟩,

where z is now the axial component of the vector between the electrons. The sign of D records the shape of the pair distribution. Two point spins a distance R apart in a plane perpendicular to the axis have z = 0 and D = +(3/4)C/R³. Two spins lying along the axis have z² = R² and D = −(3/2)C/R³.

**Where the two spins are**

Let h1, h2 and h3 be the hybrids on the three carbon atoms. Apart from normalization,

e_x = (2h1 − h2 − h3)/√6, e_y = (h2 − h3)/√2.

Write u∧v for u(1)v(2) − v(1)u(2), so that u∧u = 0 and v∧u = −u∧v. Then

e_x∧e_y = (1/√12)[2h1∧h2 − 2h1∧h3 + h2∧h3 − h3∧h2]
= (1/√3)[h1∧h2 + h2∧h3 + h3∧h1].

No term puts both electrons in the same hybrid. Each term places them on two different carbon atoms, and the three atoms lie in a plane perpendicular to z. For compact, well-separated hybrids, D is therefore positive and equal to (3/4)C/R³. At R = 0.26 nm,

D = 0.75 × 0.05204/0.01758 = 2.22 GHz.

With no spin-orbit coupling at all, the splitting is already in the GHz range.

**Averaging over real orbitals**

The hybrids are not points. In the model each is an sp³ combination, with s weight 0.25, aimed at the vacancy. The s and p parts both have the radial form r exp(−ζr), with ζ = 1.6 per bohr, represented by five Gaussians.

Squaring Φ gives

|Φ|² = ½[e_x²(1)e_y²(2) + e_y²(1)e_x²(2)] − e_xe_y(1) e_xe_y(2).

T does not change when the electrons are interchanged, so the first two terms contribute equally:

⟨T⟩ = (e_xe_x|T|e_ye_y) − (e_xe_y|T|e_ye_x).

Away from r = 0, differentiating 1/r twice gives −T_ab. With r = r1 − r2, a derivative with respect to r2 has the opposite sign to one with respect to r1, and so

T_ab = ∂²(1/r)/∂r1a∂r2b.

Two integrations by parts move the derivatives onto the densities. Their two minus signs cancel, leaving Coulomb integrals between density gradients. At r = 0 the derivative formula adds a contact piece to each integral, but both pieces are proportional to ∫e_x²e_y² and cancel in the difference. The separate integrals thus have no physical meaning as dipole energies. Multiplied by (3/4)C, they give

D = 15.12 − 10.29 = 4.83 GHz,

or about 20 μeV. A separate evaluation by Fourier quadrature gives 4.83 GHz as well; the two differ by 0.2%. Diagonalizing the two-spin Hamiltonian puts ms = 0 at −3.22 GHz and ms = ±1 at +1.61 GHz, as the axial form requires.

Why is this twice the point value? An s-p hybrid has its centre of charge displaced from the nucleus. For s weight w, the displacement is 2√[w(1 − w)] times the dipole matrix element between s and p. The angular integral contributes 1/√3 and the radial one 5/(2ζ), so that element is 0.902 bohr. At w = 0.25 the displacement is 0.78 bohr, or 0.041 nm, toward the vacancy. Each carbon nucleus lies R√(3/8) = 0.159 nm from the vacancy, so the centres of charge are closer together than the nuclei by the factor

(0.159 − 0.041)/0.159 = 0.74.

Their separation is 0.192 nm, for which the point formula gives 5.5 GHz. The displacement is thus large enough to account for the rise above 2.22 GHz; the finite size, shape and overlap of the hybrids make up the remaining difference from 4.83 GHz. With w = 0.10 and everything else fixed, the same argument gives 4.0 GHz and the full orbital average 4.08 GHz.

The point limit can be tested directly. For pure p hybrids, whose centres of charge sit on the nuclei, at a carbon separation of 1.00 nm, the orbital average is 0.0399 GHz and the point formula gives 0.0390 GHz, a difference of about 2%.

**Spin-orbit coupling has no first-order effect here**

Write the one-electron spin-orbit interaction as

H_SO = L(1)·s1 + L(2)·s2.

The operator L contains the orbital angular momentum about each nucleus, weighted by the nuclear charge and the inverse cube of the distance. It is Hermitian and purely imaginary, so its expectation value in any real function is zero.

Within the triplet, s1 and s2 each act as S/2. The first-order block is therefore ½⟨Φ|L(1) + L(2)|Φ⟩·S. Because Φ is real and there is only one such orbital state, the block vanishes.

The optically excited triplet ³E is different. It has one unpaired electron in a1 and one in the e pair, and the complex orbitals e_x ± ie_y carry opposite orbital moments. If λ∥ is the size of the matrix element of Lz between e_x and e_y, replacing s by S/2 gives first-order levels at +λ∥/2, 0 and −λ∥/2. In the model λ∥ = 10.8 GHz, so adjacent levels are 5.4 GHz apart (9.8 and 4.9 GHz when the exact Slater functions replace the five Gaussians). A spin-orbit splitting of several GHz does belong to the NV centre, but to its excited state.

**The second-order spin-orbit term**

In the ground state the a1 orbital is full, so an excitation within these orbitals lifts an electron from a1 into the e pair. It is simpler to follow the holes. The ground state has two holes, one in e_x and one in e_y, with the same spatial function Φ and total spin 1, and the excitation moves a hole from the e pair into a1. In this section the labels 1 and 2 therefore refer to holes. For holes H_SO changes its overall sign, which does not affect second-order energies. In the model, a1 is the normalized sum of the three carbon hybrids.

Symmetry limits the elements of L within the space a1, e_x, e_y. Lz is unchanged by the threefold rotation, so it cannot connect a1 with e. Within the e pair, an imaginary Hermitian operator has one independent element, which rotation leaves unchanged. Lx and Ly rotate into each other, so theirs must vanish. The mirror plane containing z and the first carbon atom then leaves, with a for a1, x for e_x and y for e_y,

Lz x = iλ∥ y, Lz y = −iλ∥ x,
Lx y = iλ⊥ a, Lx a = −iλ⊥ y,
Ly a = iλ⊥ x, Ly x = −iλ⊥ a.

Separate the interaction into parts that keep and change the total spin:

H_SO = ½[L(1) + L(2)]·(s1 + s2) + ½[L(1) − L(2)]·(s1 − s2).

Let T_k be the triplet spin state for which S_k T_k = 0. T_z is ms = 0, while T_x and T_y span ms = ±1. The operator (s1 − s2)_k turns T_k into the spin singlet with amplitude of magnitude 1, and does not take the other two T states to the singlet.

First take the z component. Writing xy for e_x(1)e_y(2), and so on,

Lz(1)Φ = iλ∥(xx + yy)/√2,
Lz(2)Φ = −iλ∥(xx + yy)/√2.

The sum vanishes. Half the difference is λ∥ times a normalized function, up to a phase: the spatial part of the singlet ¹A₁. Second-order perturbation theory lowers T_z by λ∥²/Δ(¹A₁), where Δ is the gap above the ground state.

For the x component,

Lx(1)Φ = −iλ⊥ ax/√2,
Lx(2)Φ = iλ⊥ xa/√2.

Half the sum is (λ⊥/2) times a normalized antisymmetric function, in ³E. Half the difference is (λ⊥/2) times a normalized symmetric function, in ¹E. This ¹E has one hole in a1 and one in the e pair; it is not the lower ¹E singlet formed within the e pair. The y component gives the same sizes, with y in place of x in the final function, so the two do not interfere.

The path through ³E contributes −[λ⊥²/(4Δ(³E))](Sx² + Sy²). Since Sx² + Sy² is 1 for ms = ±1 and 2 for ms = 0, it lowers ms = 0 twice as much. The path through ¹E lowers T_x and T_y by λ⊥²/(4Δ(¹E)) and leaves T_z alone. Subtracting the ms = 0 energy from the ms = ±1 energy,

D_SO = λ∥²/Δ(¹A₁) + (λ⊥²/4)[1/Δ(³E) − 1/Δ(¹E)].

This also multiplies Sz² − 2/3, as the belief supposes. What remains is its size. With λ∥ = 10.8 GHz, λ⊥ = 11.9 GHz and gaps of 1.5, 2.0 and 3.5 eV in the order of the formula,

D_SO = 0.322 MHz + 0.031 MHz = 0.353 MHz.

Diagonalizing all 15 states of two holes in the three orbitals gives the same 0.353 MHz. This is 7 × 10⁻⁵ of the dipolar D. The figure is a rough size, not an upper limit: the unscreened carbon charge enlarges the coupling, but λ∥ and λ⊥ also depend on the orbital tails, which a single exponent describes poorly. Exact Slater functions in place of the five Gaussians give λ∥ = 9.8 GHz, λ⊥ = 11.6 GHz and D_SO = 0.30 MHz, and changing ζ from 1.5 to 1.7 per bohr moves D_SO from 0.47 to 0.18 MHz. The dipolar D stays at 4.83 GHz under the first change and moves only from 4.87 to 4.75 GHz under the second.

**What the quick estimate got wrong**

The quick estimate used the atomic coupling, 1394 GHz, where the defect has 10.8 GHz. The atomic value connects two perpendicular p orbitals on one atom. In the model's e pair, each carbon supplies a single real hybrid, and the expectation value of L in a real hybrid is zero.

Let ⟨h1|Lz|h2⟩ = iq. Threefold symmetry gives the same value for the pairs 2,3 and 3,1, and reversing a pair changes the sign. Inserting the expansions of e_x and e_y, before normalization for overlap,

⟨e_x|Lz|e_y⟩ = i(2q + 2q + q + q)/√12 = i√3 q.

Every surviving term connects two different atoms. It depends on the tail of one hybrid near another atom, so it falls off roughly exponentially with distance. At a separation of 0.50 nm, the size of λ∥ has dropped from 10.8 to 0.014 GHz. The five-Gaussian tails are unreliable this far out and reverse its sign beyond about 0.4 nm; exact Slater functions give a steady decay from 9.8 to 0.013 GHz. The dipole interaction needs no overlap and falls as a power of distance.

The single hybrid per carbon is an assumption, not a consequence of symmetry. Threefold symmetry also lets the e pair contain a p orbital on each carbon perpendicular to that carbon's mirror plane, and this brings back a one-atom term that does not decay with distance. An admixture of amplitude 0.005 shifts λ∥ by about 13 GHz at 0.26 nm, as much as its whole value, and leaves 11.7 GHz at 0.50 nm. Even an amplitude of 0.05 gives D_SO of only about 55 MHz, near 1% of the dipolar D. The size and distance dependence of λ∥ are therefore specific to the model, while its smallness beside the atomic coupling needs only that such admixture be small.

**Spin-orbit coupling outside the three orbitals**

The 0.353 MHz is not a bound on the whole spin-orbit contribution. Local excitations between a dangling hybrid and the bond or band states can use the full atomic coupling ζ_so. Their size can be estimated by counting one excitation channel at a typical energy W and ignoring cancellation between channels.

For a p orbital along the unit vector n, the angular momentum components perpendicular to n act with unit strength, and the one along n gives zero. With s replaced by S/2, one electron contributes

−(ζ_so²/4W) Σ_kl (δ_kl − n_k n_l)S_kS_l.

The hybrid directions have n_z² = 1/9. The average of 1 − n_k² is therefore 8/9 along z and 5/9 along x or y, a difference of 1/3. For two electrons the axial term has the magnitude

ζ_so²/(6W) = 0.17 GHz

at W = 8 eV. This is 3.5% of the model's D and far larger than the three-orbital term. It treats each hybrid as pure p and uses the unscreened charge, both of which enlarge it. Replacing s by S/2 also keeps only the excited triplets. An excited singlet with the same orbitals and the same energy W would cancel the term exactly, because a single spin 1/2 has no quadratic spin term; only the energy difference between singlet and triplet leaves a remainder. The 0.17 GHz is therefore a generous estimate for this channel, not a calculated contribution. The case for dipolar dominance thus rests on a ratio of a few per cent, not on the much smaller 7 × 10⁻⁵.

**The model beside the real centre**

The model's 4.83 GHz is 1.7 times the real 2.87 GHz. The separation of 0.26 nm and the gaps are rough values typical of the centre; the ¹E gap is the least certain, but affects only the small second term of D_SO. Real centres also break the assumption that both spins stay on the three carbon atoms. If a rough 85% of each spin is there, and pairs involving outer atoms are neglected, D is multiplied by 0.85² and becomes 3.5 GHz. Changing the separation to 0.25 or 0.27 nm gives 5.5 or 4.3 GHz, without the leakage correction. Relaxed orbitals, correlation, nitrogen admixture and vibrations are also missing. The model gives the scale and sign of the dipolar term and, with the estimate above, supports it as the main mechanism; it does not predict 2.87 GHz. Likewise, its 5.4 GHz spacing in ³E is close to the real value of roughly 5 GHz, but vibronic reduction, screening and any one-atom admixture in the e pair are absent, so the agreement does not validate the model.

**Strain, temperature and the limits of the axial form**

Implantation damage that survives annealing can strain the centre and break its threefold symmetry. Then D changes, Txx and Tyy differ, and, with x and y chosen so that Txy = 0, ½C S·T·S acquires the term

E(Sx² − Sy²), E = (C/4)(Txx − Tyy).

This operator couples ms = +1 and ms = −1 with matrix element E, splitting them by 2|E|. The elements Txz and Tyz can appear as well. They couple ms = 0 to ms = ±1, but these levels lie about D apart, so for small strain their effect on the frequencies is only of second order. Moving one carbon radially by 0.1% of its distance from the vacancy, with the hybrids and their combinations in e_x and e_y fixed, gives E = 1.8 MHz and a splitting of 3.6 MHz. A real distortion also mixes a1 into the pair, which this estimate omits. Without external fields, the purely axial form therefore requires threefold symmetry, or strain small enough for its effects to be neglected. In a real device, electric fields from nearby charges can also produce E, and a magnetic field along the axis splits ms = ±1, so a measured splitting does not by itself identify strain.

Near 0.26 nm, the model's D varies as R to the power −3.2. With a rough expansion coefficient of 10⁻⁶ per K, a rise of 100 K lowers it by 1.6 MHz. The real shift near room temperature is several times larger, roughly 7 MHz per 100 K, so rigid expansion alone is not an adequate thermometer model.

The ordering of the two mechanisms is not universal. An orbitally degenerate state can have first-order spin-orbit splitting, as ³E does. Heavier atoms have larger atomic couplings, and two open p orbitals on one atom remove the protection found here. In the NV ground state, the orbital singlet removes the first-order term, the second-order term is suppressed as long as each carbon contributes essentially one real hybrid to the e pair, and two spins about 0.2 nm apart supply the GHz splitting. The numerical output below gives the underlying values.

Computed results

```
Carbon separation: 0.260 nm
Slater exponent: 1.60 per bohr
Hybrid s weight: 0.25
Nuclear charge in spin-orbit term: 6 e
Gap to 1A1: 1.50 eV
Gap to 3E: 2.00 eV
Gap to 1E: 3.50 eV
Dipole constant C: 0.052041 GHz nm^3
Point-dipole D: 2.2207 GHz
Direct part of D: 15.1188 GHz
Exchange part subtracted: 10.2934 GHz
Mean (r^2-3z^2)/r^5: 123.6308 nm^-3
Orbital-model dipolar D: 4.8254 GHz
Dipolar D in energy: 19.9563 micro-eV
Fourier check of D: 4.8345 GHz
Model D divided by 2.87 GHz: 1.6813
ms=0 dipolar level: -3.2169 GHz
ms=+1,-1 dipolar levels: 1.6085 GHz
Far-test separation: 1.00 nm
Far-test orbital D: 0.039868 GHz
Far-test point D: 0.039031 GHz
Atomic spin-orbit coupling: 1394.34 GHz
Axial e coupling lambda_parallel: 10.8027 GHz
Transverse coupling lambda_perp: 11.9057 GHz
First-order 3E half-splitting: 5.4014 GHz
Separated-site distance: 0.50 nm
Separated-site lambda_parallel: 0.014272 GHz
Second-order D_SO, formula: 0.353155 MHz
Second-order D_SO, diagonalized: 0.353144 MHz
D_SO divided by dipolar D: 7.319e-05
Unquenched atomic estimate: 5.3604 GHz
Band excitation scale: 8.00 eV
Band spin-orbit order estimate: 167.512 MHz
Band estimate divided by dipolar D: 0.0347
Dipolar D at 0.25 nm: 5.4697 GHz
Dipolar D at 0.27 nm: 4.2645 GHz
Local inverse distance power: 3.234
Dipolar D at s weight 0.10: 4.0754 GHz
Rough spin fraction on carbons: 0.85
D after leakage scaling: 3.4864 GHz
One-carbon radial strain: 1.0e-03
Strain-induced E: 1.8021 MHz
Rough linear expansion: 1.0e-06 per K
Temperature rise: 100 K
Rigid-expansion shift of D: -1.5606 MHz
Thermal frequency at 300 K: 6250.99 GHz
```
